# Termination of the Similarity-Transformed Pauli-Fierz Hamiltonian in Coupled-Cluster Theory: test program

```python
"""
Result under test: for the one-mode Pauli-Fierz Hamiltonian (length gauge)
    H = H_e + w b+b - D (b + b+) + D^2 / w,
with w the photon energy and D = F d (vacuum field amplitude times dipole),
and a cluster operator T = sum_n tau_n (b+)^n, the transformed operator is
    exp(-T) H exp(T) = He_bar + w b+(b + T') - D_bar (b + b+ + T') + D_bar^2 / w,
where T' = dT/db+, and He_bar, D_bar are finite commutator series.
tau_n holds a constant (n > 0) and excitations out of a fixed determinant.
Random operators test the algebra; a two-site molecule is the worked example.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import root


def annihilators(count):
    """Jordan-Wigner annihilation matrices; basis state 0 is the empty state."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for p in range(count):
        matrix = np.eye(1)
        for q in range(count):
            factor = sign if q < p else (lower if q == p else one)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def comm(x, y):
    return x @ y - y @ x


def finite_series(x, t, order):
    """x + [x,t] + [[x,t],t]/2 + ... up to the given commutator order."""
    total, term = x.copy(), x
    for k in range(1, order + 1):
        term = comm(term, t) / k
        total = total + term
    return total


def photon_lowering(levels):
    return np.diag(np.sqrt(np.arange(1.0, levels)), 1)


def cluster_and_derivative(parts, levels):
    """T and its formal derivative with respect to the photon creator."""
    raising = photon_lowering(levels).T
    zero = np.zeros((parts[0].shape[0] * levels,) * 2)
    power = np.linalg.matrix_power
    t = sum((np.kron(x, power(raising, n)) for n, x in enumerate(parts)), zero)
    dt = sum((n * np.kron(x, power(raising, n - 1))
              for n, x in enumerate(parts) if n > 0), zero)
    return t, dt


def derived_hbar(h_e, dip, w, parts, levels):
    """Transformed Hamiltonian from the derived finite formula."""
    t, dt = cluster_and_derivative(parts, levels)
    one_e, one_p = np.eye(h_e.shape[0]), np.eye(levels)
    b = np.kron(one_e, photon_lowering(levels))
    he_bar = finite_series(np.kron(h_e, one_p), t, 4)
    d_bar = finite_series(np.kron(dip, one_p), t, 2)
    return (he_bar + w * b.T @ (b + dt) - d_bar @ (b + b.T + dt)
            + d_bar @ d_bar / w)


# ---------- algebra on random operators: 6 spin orbitals, 3 occupied ----------
rng = np.random.default_rng(7)
ann = annihilators(6)
cre = [a.T for a in ann]
occupied, virtual = (0, 1, 2), (3, 4, 5)
dim, levels = 64, 5
one_e, one_p = np.eye(dim), np.eye(levels)


def random_singles():
    return sum(0.2 * rng.normal() * cre[a] @ ann[i]
               for a in virtual for i in occupied)


def random_doubles():
    return sum(0.2 * rng.normal() * cre[a] @ cre[c] @ ann[j] @ ann[i]
               for a in virtual for c in virtual if a < c
               for i in occupied for j in occupied if i < j)


one_body = sum(rng.normal() * cre[p] @ ann[q] for p in range(6) for q in range(6))
two_body = sum(rng.normal() * cre[p] @ cre[q] @ ann[s] @ ann[r]
               for p in range(6) for q in range(p + 1, 6)
               for r in range(6) for s in range(r + 1, 6))
h_rand = (one_body + one_body.T + two_body + two_body.T) / 2
d_rand = sum(rng.normal() * cre[p] @ ann[q] for p in range(6) for q in range(6))
d_rand = 0.3 * (d_rand + d_rand.T)
w_rand = 1.3

parts = [random_singles() + random_doubles(),
         0.3 * one_e + random_singles() + random_doubles(),
         0.1 * one_e + random_singles() + random_doubles()]
T, dT = cluster_and_derivative(parts, levels)
exp_plus, exp_minus = expm(T), expm(-T)
b = np.kron(one_e, photon_lowering(levels))
# The top photon row lacks the next level, so b is exact on all lower rows only.
safe = np.tile(np.arange(levels) < levels - 1, dim)


def relative_gap(x, y, rows=safe):
    return np.abs(x - y)[rows].max() / np.abs(y)[rows].max()


b_bar = exp_minus @ b @ exp_plus
gap_shift = relative_gap(b_bar, b + dT)
gap_top = relative_gap(b_bar, b + dT, ~safe)
assert gap_shift < 1e-9
assert gap_top > 1e-3
assert relative_gap(exp_minus @ b.T @ exp_plus, b.T) < 1e-9

gap_fermion = 0.0
for op in [ann[a] for a in virtual] + [cre[i] for i in occupied]:
    full = np.kron(op, one_p)
    gap_fermion = max(gap_fermion, relative_gap(exp_minus @ full @ exp_plus,
                                                full + comm(full, T)))
for op in [cre[a] for a in virtual] + [ann[i] for i in occupied]:
    full = np.kron(op, one_p)
    gap_fermion = max(gap_fermion,
                      relative_gap(exp_minus @ full @ exp_plus, full))
assert gap_fermion < 1e-9

d_full = np.kron(d_rand, one_p)
terms = {"photon energy": (b.T @ b, 1),
         "bilinear coupling": (d_full @ (b + b.T), 3),
         "dipole self-energy": (d_full @ d_full, 4),
         "electronic H": (np.kron(h_rand, one_p), 4)}
h_full = (terms["electronic H"][0] + w_rand * terms["photon energy"][0]
          - terms["bilinear coupling"][0]
          + terms["dipole self-energy"][0] / w_rand)
gap_h = relative_gap(exp_minus @ h_full @ exp_plus,
                     derived_hbar(h_rand, d_rand, w_rand, parts, levels))
assert gap_h < 1e-9

d_bar = exp_minus @ d_full @ exp_plus
gap_order = relative_gap(comm(b, d_bar), comm(d_bar, dT))
assert gap_order < 1e-9

print("ALGEBRA ON RANDOM OPERATORS (dimensionless)")
print(f"relative gap, shifted photon annihilator: {gap_shift:.1e}")
print(f"same gap in the truncated top photon row: {gap_top:.2f}")
print(f"relative gap, electron operators: {gap_fermion:.1e}")
print(f"relative gap, whole transformed H: {gap_h:.1e}")
print(f"relative gap, [b,dbar] = [dbar,T']: {gap_order:.1e}")
print("largest element of nested commutators: last nonzero, next, and")
print("one single product T^i X T^j inside the vanishing next one")
for name, (operator, last) in terms.items():
    nested = [operator]
    for k in range(last + 1):
        nested.append(comm(nested[-1], T))
    size_last = np.abs(nested[last])[safe].max()
    size_next = np.abs(nested[last + 1])[safe].max()
    right = (last + 1) // 2
    left = last + 1 - right
    product = (np.linalg.matrix_power(T, left) @ operator
               @ np.linalg.matrix_power(T, right))
    size_product = np.abs(product)[safe].max()
    assert size_last > 1e-3 and size_product > 1e-3
    assert size_next < 1e-9 * max(size_last, size_product)
    print(f"  {name}: order {last}: {size_last:.2e}; order {last + 1}: "
          f"{size_next:.1e}; product: {size_product:.2e}")

# Fraction of an electronic operator outside the constant + one-electron span.
span = np.array([one_e.ravel()] + [(cre[p] @ ann[q]).ravel()
                                  for p in range(6) for q in range(6)]).T


def beyond_one_electron(matrix):
    target = matrix.ravel()
    fit = np.linalg.lstsq(span, target, rcond=None)[0]
    return np.linalg.norm(target - span @ fit) / np.linalg.norm(target)


def zero_photon_block(matrix):
    return matrix.reshape(dim, levels, dim, levels)[:, 0, :, 0]


singles_parts = [random_singles(), 0.3 * one_e + random_singles()]
doubles_parts = [singles_parts[0], singles_parts[1] + random_doubles()]
T_s = cluster_and_derivative(singles_parts, levels)[0]
T_d = cluster_and_derivative(doubles_parts, levels)[0]
out_shift_s = beyond_one_electron(zero_photon_block(expm(-T_s) @ b @ expm(T_s)))
out_shift_d = beyond_one_electron(zero_photon_block(expm(-T_d) @ b @ expm(T_d)))
out_dip_s = beyond_one_electron(zero_photon_block(expm(-T_s) @ d_full @ expm(T_s)))
out_prod_s = beyond_one_electron(
    zero_photon_block(expm(-T_s) @ d_full @ b @ expm(T_s)))
assert out_shift_s < 1e-9 and out_dip_s < 1e-9
assert out_shift_d > 1e-3 and out_prod_s > 1e-3
print("norm fraction beyond constant + one-electron operators:")
print(f"  shift, singles only: {out_shift_s:.1e}; with doubles: {out_shift_d:.3f}")
print(f"  singles only, dressed dipole: {out_dip_s:.1e}; "
      f"dipole times shift: {out_prod_s:.3f}")

# ---------- worked example: two electrons on two sites in a cavity ----------
hopping, offset, repulsion = 2.0, 2.0, 4.0       # eV
spacing, volume = 0.2e-9, 1.0e-27                # m, m^3
photon = 3.0                                     # eV
charge, eps0 = constants.e, constants.epsilon_0
field = np.sqrt(photon * charge / (2 * eps0 * volume))   # V/m
positions = np.array([-spacing / 2, spacing / 2])
h_site = np.array([[-offset / 2, -hopping], [-hopping, offset / 2]])
orbital_energy, orbitals = np.linalg.eigh(h_site)
orbitals = orbitals * np.sign(orbitals[0])       # positive on the first site

site = annihilators(4)                           # index = 2 * site + spin
number = [site[k].T @ site[k] for k in range(4)]
h_fock = sum(h_site[i, j] * site[2 * i + s].T @ site[2 * j + s]
             for i in range(2) for j in range(2) for s in range(2))
h_fock = h_fock + repulsion * sum(number[2 * i] @ number[2 * i + 1]
                                  for i in range(2))
dip_fock = -charge * sum(positions[i] * number[2 * i + s]
                         for i in range(2) for s in range(2))     # C m
occ = [sum(orbitals[i, 0] * site[2 * i + s] for i in range(2)) for s in range(2)]
vir = [sum(orbitals[i, 1] * site[2 * i + s] for i in range(2)) for s in range(2)]
single_fock = sum(vir[s].T @ occ[s] for s in range(2))
pair_fock = vir[0].T @ occ[0] @ vir[1].T @ occ[1]
empty = np.eye(16)[0]
reference = occ[0].T @ occ[1].T @ empty
basis = np.array([reference, single_fock @ reference / np.sqrt(2),
                  pair_fock @ reference]).T
assert np.allclose(basis.T @ basis, np.eye(3), atol=1e-12)
for op in (h_fock, dip_fock / (charge * spacing), single_fock, pair_fock):
    assert np.allclose(op @ basis, basis @ (basis.T @ op @ basis), atol=1e-12)

h_e = basis.T @ h_fock @ basis                                    # eV
dipole = basis.T @ dip_fock @ basis                               # C m
D = field * dipole / charge                                       # eV
self_energy = dipole @ dipole / (2 * eps0 * volume) / charge      # eV
single = basis.T @ single_fock @ basis
pair = basis.T @ pair_fock @ basis


def bare_hamiltonian(count):
    low = photon_lowering(count)
    return (np.kron(h_e + self_energy, np.eye(count))
            + photon * np.kron(np.eye(3), low.T @ low)
            - np.kron(D, low + low.T))


def unpack(vector):
    result = [vector[0] * single + vector[1] * pair]
    for g, s, q in vector[2:].reshape(-1, 3):
        result.append(g * np.eye(3) + s * single + q * pair)
    return result


def reference_column(vector, top):
    """Projections of Hbar|reference, no photon> on 0..top photons."""
    hbar = derived_hbar(h_e, D, photon, unpack(vector), top + 2)
    return hbar[:, 0].reshape(3, top + 2)[:, :top + 1]


exact = np.linalg.eigvalsh(bare_hamiltonian(40))[0]
assert abs(exact - np.linalg.eigvalsh(bare_hamiltonian(30))[0]) < 1e-9
no_cavity = np.linalg.eigvalsh(h_e)[0]

solutions, energies = [], []
guess = np.zeros(2)
for top in range(6):
    answer = root(lambda v: reference_column(v, top).ravel()[1:], guess, tol=1e-12)
    column = reference_column(answer.x, top)
    assert np.abs(column.ravel()[1:]).max() < 1e-8
    t_now = cluster_and_derivative(unpack(answer.x), top + 2)[0]
    direct = expm(-t_now) @ bare_hamiltonian(top + 2) @ expm(t_now)
    direct = direct[:, 0].reshape(3, top + 2)[:, :top + 1]
    assert np.allclose(direct, column, atol=1e-8)
    solutions.append(answer.x)
    energies.append(column[0, 0])
    guess = np.concatenate([answer.x, np.zeros(3)])
errors = np.array(energies) - exact
assert abs(errors[1]) < abs(errors[0])
assert abs(errors[5]) < abs(errors[1]) and abs(errors[5]) < 1e-5

# Energy parts and photon equation for one power of the photon creator.
t1, t2, gamma, s1, s2 = solutions[1]
tau0, tau1 = unpack(solutions[1])
wave = expm(tau0)
D_orb = -field * orbitals.T @ np.diag(positions) @ orbitals       # eV
e_electronic = (h_e @ wave)[0, 0]
e_self = (self_energy @ wave)[0, 0]
e_bilinear = -(gamma * (2 * D_orb[0, 0] + 2 * t1 * D_orb[0, 1])
               + 2 * s1 * D_orb[0, 1])
assert abs(e_electronic + e_bilinear + e_self - energies[1]) < 1e-8
X = tau1 - gamma * np.eye(3)
source = (D @ wave)[0, 0]
relaxation = -((h_e + self_energy) @ wave @ X)[0, 0]
quadratic = (D @ wave @ X @ tau1)[0, 0]
assert abs(photon * gamma - source - relaxation - quadratic) < 1e-8

print("TWO-SITE MOLECULE IN A CAVITY")
print(f"hopping {hopping:.1f} eV, site offset {offset:.1f} eV, "
      f"repulsion {repulsion:.1f} eV")
print(f"spacing {spacing * 1e9:.1f} nm, mode volume {volume * 1e27:.1f} nm^3, "
      f"photon energy {photon:.1f} eV")
print(f"vacuum field amplitude F: {field:.4e} V/m")
print(f"orbital energies: {orbital_energy[0]:.5f}, {orbital_energy[1]:.5f} eV")
print(f"occupied orbital on sites: {orbitals[0, 0]:.5f}, {orbitals[1, 0]:.5f}")
print(f"virtual orbital on sites: {orbitals[0, 1]:.5f}, {orbitals[1, 1]:.5f}")
print(f"F d_oo: {D_orb[0, 0]:.5f} eV; F d_ov: {D_orb[0, 1]:.5f} eV")
print("singlet basis: reference, normalized single, double")
for name, matrix in (("H_e", h_e), ("F d", D)):
    for k, row in enumerate(matrix):
        print(f"  {name} row {k + 1} (eV): " + ", ".join(f"{x + 0.0:.5f}" for x in row))
print("amplitudes with one power of b+ (dimensionless):")
print(f"  electronic t1 = {t1:.6f}, t2 = {t2:.6f}")
print(f"  photon gamma = {gamma:.6f}, s1 = {s1:.6f}, s2 = {s2:.6f}")
print(f"electronic energy part: {e_electronic:.6f} eV")
print(f"bilinear energy part: {e_bilinear:.6f} eV")
print(f"self-energy part: {e_self:.6f} eV")
print(f"sum, coupled-cluster energy: {energies[1]:.6f} eV")
print(f"photon equation, w*gamma: {photon * gamma:.6f} eV")
print(f"  source {source:.6f}, relaxation {relaxation:.6f}, "
      f"quadratic {quadratic:.6f} eV")
print(f"exact energy without cavity: {no_cavity:.6f} eV")
print(f"exact energy in cavity: {exact:.6f} eV; shift: {exact - no_cavity:.6f} eV")
print("highest power of b+ in T, energy, error against exact:")
for top in range(6):
    print(f"  {top}: {energies[top]:.8f} eV, {errors[top]:.2e} eV")
print("finished without a failed check")
```

Output:

```
ALGEBRA ON RANDOM OPERATORS (dimensionless)
relative gap, shifted photon annihilator: 4.4e-16
same gap in the truncated top photon row: 2.89
relative gap, electron operators: 4.0e-16
relative gap, whole transformed H: 6.1e-16
relative gap, [b,dbar] = [dbar,T']: 7.7e-16
largest element of nested commutators: last nonzero, next, and
one single product T^i X T^j inside the vanishing next one
  photon energy: order 1: 1.91e+00; order 2: 8.9e-16; product: 1.64e+00
  bilinear coupling: order 3: 2.61e+00; order 4: 1.4e-15; product: 9.14e-01
  dipole self-energy: order 4: 1.62e+00; order 5: 2.8e-16; product: 2.89e-01
  electronic H: order 4: 1.13e+01; order 5: 5.6e-16; product: 5.30e-01
norm fraction beyond constant + one-electron operators:
  shift, singles only: 2.0e-16; with doubles: 0.318
  singles only, dressed dipole: 4.0e-16; dipole times shift: 0.622
TWO-SITE MOLECULE IN A CAVITY
hopping 2.0 eV, site offset 2.0 eV, repulsion 4.0 eV
spacing 0.2 nm, mode volume 1.0 nm^3, photon energy 3.0 eV
vacuum field amplitude F: 5.2099e+09 V/m
orbital energies: -2.23607, 2.23607 eV
occupied orbital on sites: 0.85065, 0.52573
virtual orbital on sites: 0.52573, -0.85065
F d_oo: 0.23299 eV; F d_ov: 0.46598 eV
singlet basis: reference, normalized single, double
  H_e row 1 (eV): -2.07214, 1.13137, 1.60000
  H_e row 2 (eV): 1.13137, 3.20000, -1.13137
  H_e row 3 (eV): 1.60000, -1.13137, 6.87214
  F d row 1 (eV): 0.46598, 0.65900, 0.00000
  F d row 2 (eV): 0.65900, 0.00000, 0.65900
  F d row 3 (eV): 0.00000, 0.65900, -0.46598
amplitudes with one power of b+ (dimensionless):
  electronic t1 = -0.168692, t2 = -0.235736
  photon gamma = 0.074392, s1 = 0.045636, s2 = 0.020631
electronic energy part: -2.673690 eV
bilinear energy part: -0.065501 eV
self-energy part: 0.162716 eV
sum, coupled-cluster energy: -2.576475 eV
photon equation, w*gamma: 0.223176 eV
  source 0.308768, relaxation -0.088756, quadratic 0.003164 eV
exact energy without cavity: -2.646809 eV
exact energy in cavity: -2.577107 eV; shift: 0.069701 eV
highest power of b+ in T, energy, error against exact:
  0: -2.53351904 eV, 4.36e-02 eV
  1: -2.57647544 eV, 6.32e-04 eV
  2: -2.57710865 eV, -1.45e-06 eV
  3: -2.57710726 eV, -6.81e-08 eV
  4: -2.57710720 eV, -1.49e-10 eV
  5: -2.57710719 eV, 2.53e-11 eV
finished without a failed check
```
